# Exact SU(2) Symmetry and the Persistent Spin Helix in Two Dimensions, part 1

(Sections cited here and not found follow in the second part.)

## First half: the symmetry and its generators

### 1. Definitions and conventions

An electron of effective mass $m$ moves in the $xy$ plane. The axes $x$ and $y$ lie along the crystal directions $[100]$ and $[010]$. The momentum is $\mathbf p=\hbar\mathbf k$ with $\mathbf k=-i\nabla$, and $\sigma_x,\sigma_y,\sigma_z$ are the Pauli matrices. The Hamiltonian is

$$H=\frac{p^2}{2m}+V(\mathbf r)+\alpha(k_y\sigma_x-k_x\sigma_y)+\beta(k_x\sigma_x-k_y\sigma_y).\tag{1}$$

The term with $\alpha$ is the Rashba coupling and the term with $\beta$ is the linear Dresselhaus coupling. Both strengths are constants with the dimension of energy times length. The potential $V(\mathbf r)$ is real and multiplies the unit matrix in spin space. It may be periodic, random, strong or weak. This is what scalar disorder means here.

The model has no Zeeman term, no magnetic impurities, no spatial variation of $\alpha$ or $\beta$, and no coupling cubic in $\mathbf k$. Sections 2 to 8 treat $\beta=\alpha>0$ unless they say otherwise. A negative $\alpha=\beta$ reverses the sign of the wave vector found below, and so the sense of the helix.

The diagonal directions of the plane are the natural axes:

$$x_+=\frac{x+y}{\sqrt2},\qquad x_-=\frac{y-x}{\sqrt2},\qquad k_\pm=-i\frac{\partial}{\partial x_\pm}.$$

The unit vector along $x_+$, the $[110]$ direction, is $\mathbf e_+$. Since $k_+=(k_x+k_y)/\sqrt2$ and $k_-=(k_y-k_x)/\sqrt2$, the inverse relations are

$$k_x=\frac{k_+-k_-}{\sqrt2},\qquad k_y=\frac{k_++k_-}{\sqrt2}.$$

The spin matrices are rotated as well:

$$\tau_1=\frac{\sigma_x+\sigma_y}{\sqrt2},\qquad \tau_2=\sigma_z,\qquad \tau_3=\frac{\sigma_x-\sigma_y}{\sqrt2}.$$

These obey the Pauli algebra in the order 1, 2, 3. Each square is one, because the cross terms $\sigma_x\sigma_y+\sigma_y\sigma_x$ vanish. Different $\tau$ anticommute; for instance $\tau_1\tau_3+\tau_3\tau_1=\sigma_x^2-\sigma_y^2=0$. The order is fixed by a commutator:

$$[\tau_3,\tau_1]=\tfrac12[\sigma_x-\sigma_y,\sigma_x+\sigma_y]=\tfrac12\left([\sigma_x,\sigma_y]-[\sigma_y,\sigma_x]\right)=2i\sigma_z=2i\tau_2 .$$

Together with anticommutation this gives $\tau_3\tau_1=i\tau_2$, and cyclically $\tau_1\tau_2=i\tau_3$ and $\tau_2\tau_3=i\tau_1$.

Three constants recur:

$$q_0=\frac{2m\alpha}{\hbar^2},\qquad Q=2q_0=\frac{4m\alpha}{\hbar^2},\qquad E_0=\frac{\hbar^2q_0^2}{2m}=\frac{2m\alpha^2}{\hbar^2}.$$

### 2. One spin axis for all momenta

For general $\alpha$ and $\beta$, collect the coefficients of $\sigma_x$ and $\sigma_y$ in the spin-orbit part of (1) and insert $k_x$ and $k_y$:

$$\alpha k_y+\beta k_x=\frac{(\alpha+\beta)k_++(\alpha-\beta)k_-}{\sqrt2},$$

$$-\alpha k_x-\beta k_y=\frac{-(\alpha+\beta)k_++(\alpha-\beta)k_-}{\sqrt2}.$$

The part with $\alpha+\beta$ multiplies $(\sigma_x-\sigma_y)/\sqrt2$, and the part with $\alpha-\beta$ multiplies $(\sigma_x+\sigma_y)/\sqrt2$. Therefore

$$H_{\rm so}=(\alpha+\beta)k_+\tau_3+(\alpha-\beta)k_-\tau_1.\tag{2}$$

In general the effective field that acts on the spin turns as $\mathbf k$ turns. At $\beta=\alpha$ the second term vanishes and

$$H_{\rm so}=2\alpha k_+\tau_3.\tag{3}$$

The field now changes its size and sign with $k_+$ but keeps its axis. It follows at once that $\tau_3$ is conserved for every $V$. That is a U(1) symmetry, and the two further conserved quantities need more work.

### 3. Shifted Fermi circles

Set $V=0$ and let $\tau_3$ have the eigenvalue $s=\pm1$ with eigenvector $\chi_s$. Because $2\alpha=\hbar^2q_0/m$, the energy is

$$\varepsilon_s(\mathbf k)=\frac{\hbar^2}{2m}\left(k_+^2+k_-^2+2sq_0k_+\right).$$

Adding and subtracting $q_0^2$ inside the bracket, and using $s^2=1$, completes the square:

$$\varepsilon_s(\mathbf k)=\frac{\hbar^2}{2m}\left|\mathbf k+sq_0\mathbf e_+\right|^2-E_0.\tag{4}$$

The two dispersions are equal paraboloids displaced along $\mathbf e_+$. Their contours at a common Fermi energy $E_F$ are circles of equal radius $K$, centred at $-sq_0\mathbf e_+$. Each circle encloses the area $\pi K^2$, and each state takes the area $(2\pi)^2$ per unit area of the sample. The electron density at zero temperature is thus

$$n=\frac{2\pi K^2}{(2\pi)^2}=\frac{K^2}{2\pi},\qquad K=\sqrt{2\pi n},\qquad E_F=\frac{\hbar^2K^2}{2m}-E_0 .$$

The density fixes $K$ without reference to $\alpha$; the coupling moves the circles but does not change their size. If $K>q_0$ they intersect at $k_+=0$, $k_-=\pm\sqrt{K^2-q_0^2}$. The levels cross there without a gap, since no term of $H$ connects $s=+1$ with $s=-1$. If $K<q_0$ the circles are separate.

The distance between the centres is $2q_0=Q$. Put $\mathbf k+Q\mathbf e_+$ into (4) for $s=-1$. The vector in the modulus becomes $\mathbf k+(Q-q_0)\mathbf e_+=\mathbf k+q_0\mathbf e_+$, so that

$$\varepsilon_-(\mathbf k+Q\mathbf e_+)=\varepsilon_+(\mathbf k)\quad\text{for every }\mathbf k.\tag{5}$$

One translation carries the whole upper-spin dispersion onto the other. This is a stronger property than the matching of two contours at one energy.

### 4. What the shift means for a spin pattern

A spin component perpendicular to the $\tau_3$ axis requires a superposition of $\chi_+$ and $\chi_-$. Choose their phases so that $\tau_1\chi_+=\chi_-$ and $\tau_1\chi_-=\chi_+$. From $\tau_2=-i\tau_3\tau_1$ it follows that $\tau_2\chi_+=i\chi_-$ and $\tau_2\chi_-=-i\chi_+$. Take the superposition

$$\psi=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt2}\left(\chi_++e^{iQx_+}\chi_-\right).$$

Its local spin components are

$$\psi^\dagger\tau_1\psi=\tfrac12\left(e^{iQx_+}+e^{-iQx_+}\right)=\cos Qx_+,$$

$$\psi^\dagger\tau_2\psi=\tfrac12\left(ie^{-iQx_+}-ie^{iQx_+}\right)=\sin Qx_+,$$

and $\psi^\dagger\tau_3\psi=0$. The spin turns from the $\tau_1$ axis towards the $\tau_2$ axis as $x_+$ increases. In real space it turns in the plane spanned by $\mathbf e_+$ and the normal $\hat{\mathbf z}$. By (5) both parts of the superposition have the same energy, so the pattern does not change in time.

For another wave vector $Q+\delta$ along $\mathbf e_+$, the two parts differ in energy. From (4),

$$\varepsilon_-(\mathbf k+(Q+\delta)\mathbf e_+)-\varepsilon_+(\mathbf k)=\frac{\hbar^2}{2m}\left[(k_++q_0+\delta)^2-(k_++q_0)^2\right],$$

which expands to

$$\frac{\hbar^2}{m}(k_++q_0)\delta+\frac{\hbar^2\delta^2}{2m}.\tag{6}$$

For $\delta\ne0$ this mismatch depends on $k_+$. Electrons with different $k_+$ then rotate the phase of the pattern at different rates, and a pattern made from a spread of $k_+$ dephases even in a clean system. A spread of $k_-$ alone does not dephase it. At $\delta=0$ every rate vanishes.

So far this concerns plane waves. Disorder mixes the momenta, and the energies in (4) no longer label stationary states. The proof for arbitrary $V$ uses a transformation in real space.

### 5. Removing the coupling by a local spin rotation

The spin-orbit term can be absorbed in a square in operator form. Since $q_0$ and $\tau_3$ commute with $p_+$,

$$\frac{(p_++\hbar q_0\tau_3)^2}{2m}=\frac{p_+^2}{2m}+\frac{\hbar q_0}{m}p_+\tau_3+\frac{\hbar^2q_0^2}{2m}.$$

The middle term is $(\hbar^2q_0/m)k_+\tau_3=2\alpha k_+\tau_3$, and the last is $E_0$. Hence

$$H=\frac{(p_++\hbar q_0\tau_3)^2+p_-^2}{2m}+V(\mathbf r)-E_0.\tag{7}$$

Define the position-dependent rotation

$$U(x_+)=e^{-iq_0x_+\tau_3}.$$

It is unitary. Acting on any spinor $\eta$, the product rule gives

$$p_+(U\eta)=-i\hbar(\partial_+U)\eta+U p_+\eta .$$

Because $\partial_+U=-iq_0\tau_3U$, the first term is $-\hbar q_0\tau_3U\eta$. Multiply by $U^\dagger$, which commutes with $\tau_3$:

$$U^\dagger p_+U=p_+-\hbar q_0\tau_3,\qquad U^\dagger(p_++\hbar q_0\tau_3)U=p_+.$$

The momentum $p_-$ is unchanged, since $U$ does not depend on $x_-$. The potential is unchanged too, since $U$ is a matrix function of position and $V$ multiplies the unit matrix. With $h=p^2/2m+V(\mathbf r)$, equation (7) becomes

$$U^\dagger HU=h-E_0,\qquad H=U(h-E_0)U^\dagger.\tag{8}$$

The right-hand Hamiltonian contains no spin. No expansion in $\alpha$ or $V$ has been made.

If $h\varphi_\nu=e_\nu\varphi_\nu$, then $U\varphi_\nu\chi$ is an eigenstate of $H$ with energy $e_\nu-E_0$ for any constant spinor $\chi$. The spectrum of the disordered system is the scalar spectrum, lowered by $E_0$, with each level doubled.

The doubling by itself does not reveal the symmetry. For any real $\alpha$ and $\beta$, time reversal $\Theta=i\sigma_y\mathcal C$, where $\mathcal C$ is complex conjugation, reverses both $\mathbf k$ and every $\sigma_i$. It leaves (1) unchanged, and $\Theta^2=-1$. If $\Theta\psi=c\psi$ held, then $\Theta^2\psi=|c|^2\psi$ would contradict $\Theta^2=-1$. Thus $\psi$ and $\Theta\psi$ are independent, and the levels are at least doublets whether or not $\alpha=\beta$. The distinction lies in how the two states of a doublet are built: at $\beta=\alpha$ one rotation $U(x_+)$, the same for every level and every potential, connects them with ordinary spin.

### 6. The three generators

The matrices $\tau_i/2$ commute with $h-E_0$. Rotate them back:

$$J_i=\tfrac12U\tau_iU^\dagger,\qquad i=1,2,3.$$

By (8),

$$[H,J_i]=U\left[h-E_0,\tfrac12\tau_i\right]U^\dagger=0.\tag{9}$$

The algebra also survives the rotation. For example,

$$[J_1,J_2]=\tfrac14U[\tau_1,\tau_2]U^\dagger=\tfrac14U(2i\tau_3)U^\dagger=iJ_3,$$

and the cyclic relations follow in the same way. These are the commutators of SU(2), which proves the symmetry.

The explicit form of the generators identifies the conserved pattern. Write $\phi=q_0x_+$, so that $U=\cos\phi-i\tau_3\sin\phi$. Because $\tau_1$ anticommutes with $\tau_3$,

$$\tau_1U^\dagger=\tau_1(\cos\phi+i\tau_3\sin\phi)=(\cos\phi-i\tau_3\sin\phi)\tau_1=U\tau_1.$$

Therefore $U\tau_1U^\dagger=U^2\tau_1$. With $U^2=\cos2\phi-i\tau_3\sin2\phi$, $2\phi=Qx_+$ and $\tau_3\tau_1=i\tau_2$,

$$J_1=\tfrac12\left[\cos(Qx_+)\tau_1+\sin(Qx_+)\tau_2\right].\tag{10}$$

The same steps with $\tau_3\tau_2=-i\tau_1$ give

$$J_2=\tfrac12\left[\cos(Qx_+)\tau_2-\sin(Qx_+)\tau_1\right],\qquad J_3=\tfrac12\tau_3.\tag{11}$$

The rotation angle in $U$ acts on spinors as $q_0x_+$ but on spin vectors as $2q_0x_+$. This doubling turns the factor 2 in $q_0=2m\alpha/\hbar^2$ into the factor 4 in $Q=4m\alpha/\hbar^2$. When $\alpha\to0$, both $Q$ and $E_0$ vanish, the pitch $2\pi/Q$ grows without limit, and the $J_i$ become the ordinary spin components.

### 7. Boundaries

On the infinite plane, $U$ is defined everywhere. With hard walls the wave function vanishes on the boundary, and multiplication by $U$ preserves that condition. The shape and size of the region are then free.

Periodic boundary conditions along $x_+$ with length $L$ are more restrictive. The operators $J_1$ and $J_2$ must take periodic functions into periodic functions, which requires

$$QL=2\pi\nu,\qquad \nu\ \text{an integer}.$$

Then $U(x_++L)=e^{-i\pi\nu\tau_3}U(x_+)=(-1)^\nu U(x_+)$. For even $\nu$ the transformed scalar problem is periodic; for odd $\nu$ it is antiperiodic. The sign is the same for both spins, so the SU(2) symmetry holds in both cases. Periodicity along $x_-$ sets no condition.

## Second half: persistence, necessity and failure

### 8. What is carried over

The diagonal coordinates are $x_+=(x+y)/\sqrt2$ and $x_-=(y-x)/\sqrt2$, and the spin matrices are $\tau_1=(\sigma_x+\sigma_y)/\sqrt2$, $\tau_2=\sigma_z$, $\tau_3=(\sigma_x-\sigma_y)/\sqrt2$. For equal Rashba and linear Dresselhaus strengths $\alpha=\beta$, the first half showed that

$$H=U(h-E_0)U^\dagger,\qquad h=\frac{p^2}{2m}+V(\mathbf r),\qquad U=e^{-iQx_+\tau_3/2},$$

with $Q=2q_0=4m\alpha/\hbar^2$ and $E_0=2m\alpha^2/\hbar^2$. The potential $V$ is any real scalar function. The conserved generators are $J_i=U\tau_iU^\dagger/2$, and

$$2J_1=\cos(Qx_+)\tau_1+\sin(Qx_+)\tau_2.$$

For general strengths the spin-orbit term is $(\alpha+\beta)k_+\tau_3+(\alpha-\beta)k_-\tau_1$.

At equal Rashba and linear Dresselhaus strengths, a local spin rotation removes the coupling for every scalar potential and yields three conserved SU(2) generators, two of them helical with wave vector $Q$. It remains to show in what sense the helix persists under disorder, why the strengths must be equal in magnitude, and how Zeeman and cubic terms affect it, and to test the results in a numerical example.
